# Electron resonance of two exchange-coupled donors with opposite nuclear spins: a program that tests the result

```python
"""
Result under test: two exchange-coupled donor electrons whose nuclei point
up and down have four resonance lines, nu + W/2 +- J/2 and nu - W/2 +- J/2,
with W = sqrt(A^2 + J^2). Each electron line is thus a doublet split by J.
Symbols (all energies divided by h, in MHz):
  nu  electron Zeeman frequency     A  hyperfine constant
  J   exchange (singlet-triplet gap, H = J S1.S2)
  D   dipolar constant of the two electrons
Lines and levels come from numerical diagonalization; the closed formulas
are compared with them.
"""
import numpy as np
from scipy import constants as const

SX = np.array([[0, 1], [1, 0]], complex) / 2
SY = np.array([[0, -1j], [1j, 0]], complex) / 2
SZ = np.array([[1, 0], [0, -1]], complex) / 2


def spin_operators(number):
    """Vector spin operators of each of several spins 1/2."""
    result = []
    for site in range(number):
        vector = []
        for matrix in (SX, SY, SZ):
            full = np.eye(1)
            for k in range(number):
                full = np.kron(full, matrix if k == site else np.eye(2))
            vector.append(full)
        result.append(vector)
    return result


def dot(a, b):
    return sum(x @ y for x, y in zip(a, b))


S1, S2 = spin_operators(2)
RAISE_1 = S1[0] + 1j * S1[1]
RAISE_BOTH = RAISE_1 + S2[0] + 1j * S2[1]


def electron_levels(nu1, nu2, J, D=0.0, angle=0.0):
    """Levels of two electrons with given local frequencies."""
    n = (np.sin(angle), 0.0, np.cos(angle))
    along1 = sum(c * s for c, s in zip(n, S1))
    along2 = sum(c * s for c, s in zip(n, S2))
    H = nu1 * S1[2] + nu2 * S2[2] + J * dot(S1, S2)
    H = H + D * (dot(S1, S2) - 3 * along1 @ along2)
    return np.linalg.eigh(H)


# (initial, final) level of each line, levels sorted by energy
LINES = {"outer low": (0, 1), "inner low": (2, 3),
         "inner high": (0, 2), "outer high": (1, 3)}


def spectrum(E, V, operator=RAISE_BOTH):
    """Frequency and strength of each electron line."""
    return {name: (E[f] - E[i], abs(V[:, f].conj() @ operator @ V[:, i])**2)
            for name, (i, f) in LINES.items()}


def splitting(E):
    lower = (E[3] - E[2]) - (E[1] - E[0])
    upper = (E[3] - E[1]) - (E[2] - E[0])
    return lower, upper


# ---- example: phosphorus donors in silicon, rough typical values ----
A, J, g, B = 117.0, 10.0, 2.0, 1.4
distance_nm, temperature, width = 20.0, 0.1, 7.0
nuclear_per_tesla = 17.2
muB = const.physical_constants["Bohr magneton"][0]
nu = g * muB * B / const.h / 1e6
nu_n = nuclear_per_tesla * B

# ---- line positions and strengths against the formulas ----
for ratio in (0.01, J / A, 0.5, 1.0, 3.0):
    j = ratio * A
    W = np.hypot(A, j)
    E, V = electron_levels(nu + A / 2, nu - A / 2, j)
    found = spectrum(E, V)
    expected = {"outer low": (nu - W / 2 - j / 2, 1 - j / W),
                "inner low": (nu - W / 2 + j / 2, 1 + j / W),
                "inner high": (nu + W / 2 - j / 2, 1 + j / W),
                "outer high": (nu + W / 2 + j / 2, 1 - j / W)}
    for name in LINES:
        assert np.allclose(found[name], expected[name], rtol=0, atol=1e-7)
    assert np.allclose(splitting(E), j, rtol=0, atol=1e-7)
    single = spectrum(E, V, RAISE_1)["inner high"][1]
    assert abs(single - (1 + A / W) / 2) < 1e-7

E, V = electron_levels(nu + A / 2, nu - A / 2, J)
lines = spectrum(E, V)
character = spectrum(E, V, RAISE_1)["inner high"][1]
split_low, split_high = splitting(E)
centre_shift = (lines["inner high"][0] + lines["outer high"][0]) / 2 \
    - (nu + A / 2)
assert abs(centre_shift / (J**2 / (4 * A)) - 1) < (J / A)**2

# ---- unequal local electron frequencies leave the splitting alone ----
E_shifted, _ = electron_levels(nu + A / 2 + 3.0, nu - A / 2, J)
assert np.allclose(splitting(E_shifted), J, rtol=0, atol=1e-7)

# ---- parallel nuclei: one line, no splitting ----
E_par, V_par = electron_levels(nu + A / 2, nu + A / 2, J)
visible = [f for f, s in spectrum(E_par, V_par).values() if s > 1e-9]
assert len(visible) == 2
assert np.allclose(visible, nu + A / 2, rtol=0, atol=1e-7)

# ---- dipolar coupling ----
D = const.mu_0 * (g * muB)**2 / (4 * np.pi * const.h
                                 * (distance_nm * 1e-9)**3) / 1e6
dipolar_change = []
for angle in (0.0, np.pi / 4, np.pi / 2):
    E_dip, _ = electron_levels(nu + A / 2, nu - A / 2, J, D, angle)
    change = splitting(E_dip)[1] - J
    assert abs(change - D * (1 - 3 * np.cos(angle)**2)) < 1e-3 * D
    dipolar_change.append(change)

# ---- full Hamiltonian with both nuclei, 16 levels ----
e1, e2, n1, n2 = spin_operators(4)
H_full = (nu * (e1[2] + e2[2]) - nu_n * (n1[2] + n2[2])
          + A * (dot(e1, n1) + dot(e2, n2)) + J * dot(e1, e2))
E_full, V_full = np.linalg.eigh(H_full)
up_down = np.kron([1, 0], [0, 1])
means, gaps = [], []
for k in range(4):
    # identical donors: each state is degenerate with its mirror image,
    # so the pair of true levels spanning both is located
    state = np.kron(V[:, k], up_down)
    mirror = state.reshape(2, 2, 2, 2).transpose(1, 0, 3, 2).reshape(16)
    weight = (abs(V_full.conj().T @ state)**2
              + abs(V_full.conj().T @ mirror)**2)
    pair = np.argsort(weight)[-2:]
    assert weight[pair].min() > 0.99
    means.append(E_full[pair].mean())
    gaps.append(abs(E_full[pair[0]] - E_full[pair[1]]))
full_change = splitting(means)[1] - J
common_shift = (means[3] - means[0]) / 2 - nu
nuclear_rate = max(gaps)
small = J * (A / nu)**2
assert abs(full_change) < small and nuclear_rate < small
assert abs(common_shift / (A**2 / (4 * nu)) - 1) < 0.01

# ---- thermal strength of the line that needs the partner up ----
kT = const.k * temperature / const.h / 1e6
population = np.exp(-(E - E[0]) / kT)
population /= population.sum()


def absorption(name):
    i, f = LINES[name]
    return (population[i] - population[f]) * lines[name][1]


thermal_ratio = absorption("outer high") / absorption("inner high")

# ---- is the upper doublet resolved at the assumed line width? ----
sigma = width / np.sqrt(8 * np.log(2))
x = np.linspace(-2 * J, 2 * J, 4001)
pair_lines = [lines["inner high"], lines["outer high"]]
middle = (pair_lines[0][0] + pair_lines[1][0]) / 2
profile = sum(s * np.exp(-(x - (f - middle))**2 / (2 * sigma**2))
              for f, s in pair_lines)
inside = abs(x) < J / 2
left_peak, right_peak = profile[x < 0].max(), profile[x > 0].max()
dip = profile[inside].min() / min(left_peak, right_peak)
assert dip < 1

print(f"hyperfine constant A (input)          {A:.1f} MHz")
print(f"exchange J (input)                    {J:.1f} MHz")
print(f"exchange J as energy  {J*1e6*const.h/const.e*1e6:.4f} micro-eV")
print(f"g factor (input)                      {g:.1f}")
print(f"magnetic field (input)                {B:.1f} T")
print(f"donor separation (input)              {distance_nm:.0f} nm")
print(f"temperature (input)                   {temperature:.1f} K")
print(f"line width, full at half max (input)  {width:.1f} MHz")
print(f"nuclear frequency per field (input)   {nuclear_per_tesla} MHz/T")
print(f"ratio J/A                             {J/A:.4f}")
print(f"electron Zeeman frequency nu          {nu:.1f} MHz")
print(f"nuclear Zeeman frequency              {nu_n:.2f} MHz")
print(f"W = sqrt(A^2+J^2)                     {E[2]-E[1]:.3f} MHz")
for name, (frequency, strength) in lines.items():
    print(f"{name:10s} line minus nu {frequency-nu:+.3f} MHz,"
          f" strength {strength:.4f}")
print(f"splitting of lower doublet            {split_low:.4f} MHz")
print(f"splitting of upper doublet            {split_high:.4f} MHz")
print(f"outward shift of doublet centre       {centre_shift:.4f} MHz")
print(f"estimate J^2/(4A)                     {J**2/(4*A):.4f} MHz")
print(f"single-electron character cos^2       {character:.5f}")
print(f"dipolar constant D                    {D*1e3:.2f} kHz")
print(f"splitting change, axis along field    "
      f"{dipolar_change[0]*1e3:+.2f} kHz")
print(f"splitting change, axis across field   "
      f"{dipolar_change[2]*1e3:+.2f} kHz")
print(f"flip-flop shift common to all lines   {common_shift*1e3:.1f} kHz")
print(f"flip-flop change of the splitting     {full_change*1e6:+.1f} Hz")
print(f"scale J (A/nu)^2                      {small*1e6:.1f} Hz")
print(f"largest nuclear exchange gap          {nuclear_rate*1e6:.1f} Hz")
print(f"full nuclear exchange period, 1/gap   {1e-3/nuclear_rate:.1f} ms")
print(f"thermal frequency kT/h                {kT:.0f} MHz")
print(f"thermal strength, partner up / down   {thermal_ratio:.1e}")
print(f"dip / lower peak of upper doublet     {dip:.3f}")
for factor in (1, 10):
    j = factor * A
    E_j, V_j = electron_levels(nu + A / 2, nu - A / 2, j)
    s_j = spectrum(E_j, V_j)
    ratio = s_j["outer high"][1] / s_j["inner high"][1]
    inner = s_j["inner high"][0] - s_j["inner low"][0]
    print(f"J = {factor:2d} A: outer/inner strength {ratio:.4f},"
          f" inner lines apart {inner:.2f} MHz")
print("all good")
```

Printed output:

```
hyperfine constant A (input)          117.0 MHz
exchange J (input)                    10.0 MHz
exchange J as energy  0.0414 micro-eV
g factor (input)                      2.0
magnetic field (input)                1.4 T
donor separation (input)              20 nm
temperature (input)                   0.1 K
line width, full at half max (input)  7.0 MHz
nuclear frequency per field (input)   17.2 MHz/T
ratio J/A                             0.0855
electron Zeeman frequency nu          39189.5 MHz
nuclear Zeeman frequency              24.08 MHz
W = sqrt(A^2+J^2)                     117.427 MHz
outer low  line minus nu -63.713 MHz, strength 0.9148
inner low  line minus nu -53.713 MHz, strength 1.0852
inner high line minus nu +53.713 MHz, strength 1.0852
outer high line minus nu +63.713 MHz, strength 0.9148
splitting of lower doublet            10.0000 MHz
splitting of upper doublet            10.0000 MHz
outward shift of doublet centre       0.2133 MHz
estimate J^2/(4A)                     0.2137 MHz
single-electron character cos^2       0.99818
dipolar constant D                    6.49 kHz
splitting change, axis along field    -12.98 kHz
splitting change, axis across field   +6.49 kHz
flip-flop shift common to all lines   87.3 kHz
flip-flop change of the splitting     -44.5 Hz
scale J (A/nu)^2                      89.1 Hz
largest nuclear exchange gap          46.3 Hz
full nuclear exchange period, 1/gap   21.6 ms
thermal frequency kT/h                2084 MHz
thermal strength, partner up / down   5.9e-09
dip / lower peak of upper doublet     0.526
J =  1 A: outer/inner strength 0.1716, inner lines apart 48.46 MHz
J = 10 A: outer/inner strength 0.0025, inner lines apart 5.84 MHz
all good
```
